# Interface dipole difference between type-A and type-B NiSi2 on silicon(111)

Epitaxial NiSi$_2$ grows on silicon(111) in two orientations. In type A the silicide continues the orientation of the silicon; in type B it is rotated by $180^\circ$ about the surface normal $[111]$. Their electron barriers on n-type silicon are given as $\Phi_A=0.65$ eV and $\Phi_B=0.79$ eV. The task is to find what these two numbers say about the interface dipoles.

The following conventions and assumptions hold throughout.

- The $z$ axis points from the silicide ($z<0$) into the silicon ($z>0$). The elementary charge is $e>0$, so an electron in the potential $\varphi$ has electrostatic energy $-e\varphi$.
- The barrier $\Phi=E_c-E_F$ is the height of the silicon conduction-band edge above the Fermi level at the interface, with no field in the silicon (flat bands). Part (f) treats a field.
- Each interface is laterally uniform. The silicide is strained to match the silicon in the plane, and the strain is the same in both types.

## (a) What do the two interfaces share, and in what do they differ?

**Solution.** Let $\mathbf n=(1,1,1)/\sqrt3$. A rotation by $180^\circ$ about $\mathbf n$ keeps the component of a vector along $\mathbf n$ and reverses the rest:

$$R\mathbf v=\mathbf n(\mathbf n\cdot\mathbf v)-\left[\mathbf v-\mathbf n(\mathbf n\cdot\mathbf v)\right]=2\mathbf n(\mathbf n\cdot\mathbf v)-\mathbf v .$$

The surface lattice is spanned by $\mathbf t_1=\frac a2(1,-1,0)$ and $\mathbf t_2=\frac a2(0,1,-1)$, where $a$ is the cubic lattice parameter. Both are perpendicular to $\mathbf n$, so $R\mathbf t_i=-\mathbf t_i$, which is again a lattice vector. Types A and B therefore have the same surface cell. Since $\mathbf t_1\times\mathbf t_2=\frac{a^2}{4}(1,1,1)$, its area is

$$S=\frac{\sqrt3}{4}a^2 .$$

Now take the lattice vector $\mathbf b=\frac a2(0,1,1)$, which leaves the plane. Here $\mathbf n(\mathbf n\cdot\mathbf b)=\frac a3(1,1,1)$, and

$$R\mathbf b=\frac{2a}{3}(1,1,1)-\frac a2(0,1,1)=\frac a6(4,1,1).$$

The components of a face-centred cubic lattice vector are multiples of $a/2$, and $4a/6$ is not. The rotation is thus not a symmetry of the crystal, and the atoms across the interface meet in a different arrangement. The bonding, the layer spacing and the interface charge may all differ.

Deep in the silicide, however, the rotation changes no scalar property. In particular, the Fermi level measured from the mean electrostatic energy is the same in A and B. A strain along $[111]$ does not spoil this, because the rotation is about that axis.

## (b) How is the potential step across an interface related to its dipole?

**Solution.** Average the charge density over planes parallel to the interface, and then over a window one lattice period long in $z$. If the two solids have different periods, apply both windows in turn. Call the results $\bar\rho(z)$ and $\bar\varphi(z)$. Averaging commutes with differentiation, so Poisson's equation survives:

$$\bar\varphi''(z)=-\frac{\bar\rho(z)}{\varepsilon_0}.$$

The density $\bar\rho$ contains all charge: nuclei, electrons and every screening response. That is why $\varepsilon_0$ appears and not the permittivity of silicon. Deep in either neutral solid $\bar\rho=0$ and $\bar\varphi$ is constant.

Define the dipole moment per area

$$D=\int_{z_L}^{z_R} z\,\bar\rho(z)\,dz ,$$

with $z_L$ deep in the silicide and $z_R$ deep in the silicon. It is positive when positive charge lies on the silicon side. Multiply Poisson's equation by $z$ and integrate by parts:

$$-\frac{D}{\varepsilon_0}=\int_{z_L}^{z_R}z\bar\varphi''dz=\left[z\bar\varphi'\right]_{z_L}^{z_R}-\left[\bar\varphi(z_R)-\bar\varphi(z_L)\right].$$

With zero field at both ends the first bracket vanishes, and

$$\bar\varphi_{\rm Si}-\bar\varphi_{\rm sil}=\frac{D}{\varepsilon_0}.$$

The sign is as expected: positive charge on the silicon side raises the potential there.

## (c) Does a different interface spacing by itself change the step?

The silicide layers may sit at a different distance from the silicon in type B. This moves the density everywhere in the silicide, so one must ask whether the shift enters $D$.

**Solution.** Divide each bulk solid into neutral layers of thickness $L$, centred on planes through inversion centres. Such planes exist in both structures: through the Ni atoms in NiSi$_2$, and through the bond midpoints in silicon. The plane-averaged density $\lambda(z)$ of one layer then has zero charge and zero dipole moment, and its potential $\varphi_\lambda$ vanishes outside the layer. Measure $z$ from the centre of the layer. Because $(z^2/2)''=1$, two integrations by parts give

$$\int\varphi_\lambda\,dz=\int\frac{z^2}{2}\varphi_\lambda''\,dz=-\frac{1}{2\varepsilon_0}\int z^2\lambda(z)\,dz\equiv-\frac{Q}{2\varepsilon_0}.$$

A stack with one layer per length $L$ has the mean potential $-Q/(2\varepsilon_0L)$. This does not depend on where the stack is placed. Let the charge not contained in these bulk layers, which is neutral in total, have dipole moment $p_{\rm int}$ per surface cell. Then

$$D=\frac{Q_{\rm sil}}{2L_{\rm sil}}-\frac{Q_{\rm Si}}{2L_{\rm Si}}+\frac{p_{\rm int}}{S}.$$

The first two terms belong to the bulk solids. Silicon has two families of such planes, half a period apart (through the midpoints of the bonds along $[111]$ and through those of the oblique bonds). They give different $Q_{\rm Si}$ and hence different $p_{\rm int}$; only the sum $D$ is fixed. With the same choice of planes for both interfaces, the first two terms are common to A and B. A rigid shift of neutral layers alone changes nothing. A new spacing matters through the electron redistribution that goes with it, which is part of $p_{\rm int}$.

This was tested by integrating Poisson's equation for two model interfaces built from smeared charges. In the first, $0.010e$ per cell is displaced by $0.20$ nm towards the silicon. In the second the charge is $-0.020e$, the distance is $0.15$ nm, and the whole silicide is shifted by $0.037$ nm. The dipole moments per cell differ by

$$(-0.020\times0.15-0.010\times0.20)\,e\,{\rm nm}=-0.0050\,e\,{\rm nm}.$$

Division by $\varepsilon_0S$ gives $-0.7084$ V, and the integrated potentials give the same value. The shift alone changes the step by less than $10^{-12}$ V, which is numerical noise.

## (d) Find the dipole difference from the two barriers.

**Solution.** Add and subtract the mean electrostatic energies $-e\bar\varphi_{\rm Si}$ and $-e\bar\varphi_{\rm sil}$ in $\Phi=E_c-E_F$:

$$\Phi=\left(E_c+e\bar\varphi_{\rm Si}\right)-\left(E_F+e\bar\varphi_{\rm sil}\right)-e\left(\bar\varphi_{\rm Si}-\bar\varphi_{\rm sil}\right).$$

The first bracket is a property of bulk silicon and the second a property of the bulk silicide. By part (a) both are the same for A and B. Write their difference as $\Phi_0$ and insert the step from part (b):

$$\Phi=\Phi_0-\frac{eD}{\varepsilon_0}.$$

Subtracting the equation for A from that for B removes $\Phi_0$:

$$\Phi_B-\Phi_A=-\frac{e}{\varepsilon_0}(D_B-D_A),$$

$$\boxed{D_B-D_A=-\frac{\varepsilon_0}{e}\left(\Phi_B-\Phi_A\right)}$$

The barrier difference is $0.79-0.65=0.14$ eV, which divided by $e$ is $0.14$ V. Hence

$$D_B-D_A=-(8.854\times10^{-12})(0.14)\ {\rm C/m}=-1.24\times10^{-12}\ {\rm C/m}.$$

With $a=0.5431$ nm the cell area is $S=0.1277$ nm$^2$, and the dipole difference per surface cell is

$$\Delta p=S(D_B-D_A)=-1.58\times10^{-31}\ {\rm C\,m},$$

or about $-0.05$ debye. The minus sign means that the extra dipole of type B points from silicon to silicide. Relative to A, negative charge is displaced towards the silicon or positive charge towards the silicide. Either raises the electron energy in the silicon and with it the barrier.

If each barrier is rounded to $0.01$ eV, each may be off by $0.005$ eV and the difference by up to $0.01$ eV, or 7% of $0.14$ eV. The magnitude of $\Delta p$ then lies between $1.47\times10^{-31}$ and $1.70\times10^{-31}$ C m.

The result can be checked without Poisson's equation in one dimension. Place a pair of charges with dipole moment $\Delta p$ in each surface cell and add their Coulomb potentials. For a disc of radius $\mathcal R$ with dipole density $\Delta D=D_B-D_A$, the continuum potential on the axis at height $h>0$ is

$$\varphi(h)=\frac{\Delta D}{4\pi\varepsilon_0}\int_0^{\mathcal R}\frac{2\pi r\,h\,dr}{(r^2+h^2)^{3/2}}=\frac{\Delta D}{2\varepsilon_0}\left(1-\frac{h}{\sqrt{\mathcal R^2+h^2}}\right).$$

At $-h$ it has the opposite sign, so the step is $\Delta D/\varepsilon_0$ times the bracket. For $\mathcal R=200$ nm and $h=0.8$ nm the bracket is $0.996$. The explicit sum over the lattice gives an electron energy step of $+0.1394$ eV, which agrees with $0.996\times0.14$ eV in size and sign.

Two limits of the result deserve notice. First, $D_A$ and $D_B$ are not found separately, since that would require $\Phi_0$. Secondly, one number cannot show where the charge sits: a small charge moved far and a large charge moved a little can give the same $\Delta p$.

For holes the barrier is $\Phi_p=E_g-\Phi$, where $E_g$ is the band gap of silicon. The gap cancels in the difference, so $\Phi_{p,B}-\Phi_{p,A}=-0.14$ eV. The same dipole difference raises the electron barrier and lowers the hole barrier by equal amounts.

## (e) How much charge transfer could produce this dipole?

Model the difference between B and A as a bare transfer of $N$ electrons per cell over a distance $s$, in a region of relative permittivity $\kappa$. Find $N$ for $s$ equal to one silicon bond length, for $\kappa=1$ and for $\kappa=12$.

**Solution.** Put bare charge sheets $-\sigma$ at $z_1$ and $+\sigma$ at $z_2=z_1+s$. The potential obeys

$$\frac{d}{dz}\left(\kappa\varepsilon_0\frac{d\varphi}{dz}\right)=-\rho_{\rm bare}.$$

Outside the sheets the field is zero. Crossing $z_1$, the quantity $\kappa\varepsilon_0\varphi'$ rises from $0$ to $\sigma$; crossing $z_2$, it returns to $0$. Between the sheets $\varphi'=\sigma/(\kappa\varepsilon_0)$, so the step is

$$\Delta\varphi=\frac{\sigma s}{\kappa\varepsilon_0}.$$

By part (b) the same step equals the total dipole density divided by $\varepsilon_0$. The total dipole density is therefore $\sigma s/\kappa$, and the bare one is $\kappa$ times larger than the total. A finite-difference solution with smeared sheets and $\kappa=12$ gives a ratio of bare to total dipole of $12.0000$.

The bare dipole per cell has magnitude $Nes$, which must equal $\kappa|\Delta p|$:

$$N=\frac{\kappa|\Delta p|}{es}.$$

The bond length is $s=\sqrt3a/4=0.2352$ nm. For $\kappa=1$,

$$N=\frac{1.583\times10^{-31}}{(1.602\times10^{-19})(0.2352\times10^{-9})}=0.0042 .$$

For $\kappa=12$ the number is twelve times larger, $N=0.050$. In this model the electrons move towards the silicon in type B relative to type A.

The first value describes the displaced charge after all screening. The second describes a transfer before screening, if the interface responded like a bulk medium with $\kappa=12$. A layer one bond thick need not do so, and the model also assumes the same response in A and B. Thus $\Delta p$ follows from the barriers, while $N$ depends on the model. For a transfer over one bond length, the two cases need $0.0042$ and $0.050$ electrons per cell to move the barrier by $0.14$ eV. The larger value is not an upper bound, because one side is a metal. If the half of the bond on the silicide side screened perfectly, only $s/2$ with $\kappa=12$ would carry the step, and $N$ would double to about $0.10$. In all these cases a small fraction of an electron per cell suffices.

## (f) What changes if the silicon carries a depletion field?

Suppose that the quoted barriers are not flat-band values but apparent barriers at zero bias, lowered by the image force. Estimate the correction for a donor density $N_D=10^{22}$ m$^{-3}$, a bulk Fermi level $0.20$ eV below the conduction band, and $\kappa=12$.

**Solution.** Let $\varepsilon_s=\kappa\varepsilon_0$. In the depletion approximation the donor charge $eN_D$ is uncompensated out to a sharp edge. If $F$ is the magnitude of the field at the interface, the band edge is

$$E_c(z)-E_F=\Phi-eFz+\frac{e^2N_D}{2\varepsilon_s}z^2 .$$

The slope vanishes at $W=\varepsilon_sF/(eN_D)$, the edge of the depletion layer. The total drop up to that point is

$$eFW-\frac{e^2N_DW^2}{2\varepsilon_s}=\frac{\varepsilon_sF^2}{N_D}-\frac{\varepsilon_sF^2}{2N_D}=\frac{\varepsilon_sF^2}{2N_D}.$$

It must equal the band bending $eV_{bb}$, so

$$F=\sqrt{\frac{2eN_DV_{bb}}{\varepsilon_s}} .$$

The band bendings are $0.65-0.20=0.45$ V for A and $0.79-0.20=0.59$ V for B. They give $F_A=3.68\times10^6$ V/m and $F_B=4.22\times10^6$ V/m.

An electron at distance $z$ from the metal is attracted by its image at distance $2z$ with the force $e^2/(16\pi\varepsilon_sz^2)$, which corresponds to the energy $-e^2/(16\pi\varepsilon_sz)$. Near the interface the quadratic term of the band edge is negligible, and the energy is

$$E(z)=\Phi-eFz-\frac{e^2}{16\pi\varepsilon_sz}.$$

Its maximum lies where $eF=e^2/(16\pi\varepsilon_sz_m^2)$, that is, at $z_m=\sqrt{e/(16\pi\varepsilon_sF)}$. There the two subtracted terms are equal, and the lowering is

$$\delta\Phi=2eFz_m=e\sqrt{\frac{eF}{4\pi\varepsilon_s}} .$$

This gives $21.0$ meV for A and $22.5$ meV for B. Numerical maximization with the quadratic term kept agrees with the formula to within $0.2$ meV.

If the field leaves the interface dipole unchanged, the flat-band barrier is the apparent one plus $\delta\Phi$. The lowerings nearly cancel in the difference, which grows by $1.5$ meV, about 1% of $0.14$ eV. The band bendings were computed from the quoted barriers, which is sufficient for a correction of this size. It is smaller than the rounding uncertainty of 7%. If one barrier were apparent and the other a flat-band value, the error would instead be a full lowering of about $20$ meV, so both must be of the same kind.

The field also affects the definition of $D$. The point $z_R$ must now lie just outside the interface region, well inside the depletion layer. Beyond that layer $D$ would contain the whole depletion charge and would no longer describe the interface alone. With this choice the boundary term $z_R\bar\varphi'(z_R)$ of part (b) does not vanish, and the relation becomes

$$\left[\bar\varphi(z_R)-z_R\bar\varphi'(z_R)\right]-\bar\varphi(z_L)=\frac{D}{\varepsilon_0}.$$

The bracket is the silicon potential extrapolated linearly to $z=0$. Moving this reference plane by $\delta$ changes each step by $F\delta$ in magnitude, and the difference between B and A by $(F_B-F_A)\delta$. For $\delta=1$ nm this is about $0.5$ mV, so at this doping the choice of plane has little effect. At fixed band bending $F$ grows as $\sqrt{N_D}$, so at much higher doping the plane must be specified.

The result of part (d) need not hold if the two silicides differ in composition or strain, because $\Phi_0$ may then differ between A and B. It also does not apply directly to a film containing both orientations, for which a single measured barrier need not belong to either interface. The computed values are collected in the numerical output.

## Calculated quantities

```
barrier type A: 0.65 eV
barrier type B: 0.79 eV
barrier difference B-A: 0.14 eV
silicon lattice parameter: 0.5431 nm
1x1 cell area: 0.1277 nm^2
silicon bond length: 0.2352 nm
in-plane lattice misfit after rotation: 2.2e-16
bulk lattice misfit after rotation: 0.333
dipole density difference B-A: -1.240e-12 C/m
dipole difference per cell B-A: -1.583e-31 C m
dipole difference per cell B-A: -0.0475 debye
magnitude per cell, lower rounding limit: 1.47e-31 C m
magnitude per cell, upper rounding limit: 1.70e-31 C m
model interface 1 transfer: 0.010 e over 0.20 nm
model interface 2 transfer: -0.020 e over 0.15 nm
model silicide shift: 0.037 nm
Poisson step change 2-1: -0.7084 V
dipole-moment step change 2-1: -0.7084 V
step change from shift alone: 5.9e-13 V
lattice-sum disc radius: 200 nm
lattice-sum observation height: 0.8 nm
lattice-sum electron energy step: 0.1394 eV
chosen relative permittivity: 12
bare/total dipole ratio, numerical: 12.0000
transfer per cell, permittivity 1: 0.0042 electrons
transfer per cell, chosen permittivity: 0.0504 electrons
donor density: 1.0e+22 m^-3
bulk E_c - E_F: 0.20 eV
depletion field A: 3.684e+06 V/m
depletion field B: 4.218e+06 V/m
image lowering A: 21.03 meV
image lowering B: 22.50 meV
image correction to barrier difference: 1.47 meV
relative image correction: 1.05 percent
```
